# Phonon transmission through one substituted mass in a harmonic chain

A calculation of heat flow through a layered chip structure can treat a thin foreign layer as a weak scatterer of long waves, whose reflection grows as the square of the frequency, or it can solve the scattering problem in full. For a single atomic plane of germanium in silicon, the nearest-neighbour chain below makes the quadratic estimate good at 1 THz, about 17 % too high at 5 THz, and impossible above about 9.5 THz, where it gives a reflection greater than one. The last two figures depend on the forces assumed: with second-neighbour springs that restore silicon's sound speed, the estimate is instead about 8 % too low at 5 THz and reaches one near 12.4 THz. The full solution costs no more effort, because one changed mass in a harmonic chain has a closed transmission formula.

Take an infinite row of equal masses \(M\) at spacing \(d\), each joined to its two neighbours by springs of constant \(K\). Let \(u_n\) be the displacement of mass \(n\) along the row. The mass at site 0 is replaced by \(M(1+\varepsilon)\), so \(\varepsilon\) is the relative mass change; it is positive for a heavier atom and cannot be less than \(-1\). All springs keep the value \(K\). Motion at angular frequency \(\omega\) is written with the time factor \(e^{-i\omega t}\), and the physical displacement is the real part.

Away from the defect, Newton's law reads

\[
-M\omega^2u_n=K(u_{n+1}+u_{n-1}-2u_n).
\]

Insert \(u_n=e^{iqn}\), where \(q\) is the phase advance from one site to the next. The neighbours contribute \(e^{iq}+e^{-iq}=2\cos q\), so

\[
M\omega^2=2K(1-\cos q)=4K\sin^2\frac q2 .
\tag{1}
\]

The highest frequency that travels is therefore \(\omega_{\max}=2\sqrt{K/M}\), reached at \(q=\pi\). For \(0<q<\pi\) the frequency is \(\omega=\omega_{\max}\sin(q/2)\), and the group velocity is

\[
v_g=d\,\frac{d\omega}{dq}=\frac{\omega_{\max}d}{2}\cos\frac q2>0 .
\]

With this range of \(q\), the wave \(e^{iqn}\) carries energy to the right and \(e^{-iqn}\) carries it to the left.

Newton's law links three successive sites, so two neighbouring displacements determine all the others on a perfect stretch of chain. The general solution there is a combination of \(e^{iqn}\) and \(e^{-iqn}\). A wave of unit amplitude arriving from the left, with nothing arriving from the right, thus has the form

\[
u_n=\begin{cases}e^{iqn}+r\,e^{-iqn}, & n\le 0,\\ t\,e^{iqn}, & n\ge 0.\end{cases}
\]

Both forms include site 0. The equation at site \(-1\) is still that of a normal mass and extends the left-hand form to \(u_0\); the equation at site 1 does the same from the right. Since the defect has one displacement, the two forms must agree there:

\[
1+r=t .
\tag{2}
\]

The second condition is Newton's law for the changed mass,

\[
K(u_1+u_{-1}-2u_0)+M(1+\varepsilon)\omega^2u_0=0 .
\tag{3}
\]

Here \(u_0=t\) and \(u_1=te^{iq}\). On the left, equation (2) removes \(r\):

\[
u_{-1}=e^{-iq}+(t-1)e^{iq}=te^{iq}-2i\sin q .
\]

Divide (3) by \(K\), and replace \(M\omega^2/K\) by \(2(1-\cos q)\) from (1). This gives

\[
2te^{iq}-2t-2i\sin q+2(1+\varepsilon)(1-\cos q)t=0 .
\]

Because \(2e^{iq}-2=-2(1-\cos q)+2i\sin q\), the part of the inertia that belongs to a normal mass cancels. What remains is

\[
t\,[\,2i\sin q+2\varepsilon(1-\cos q)\,]=2i\sin q .
\]

Divide by \(2i\sin q\), which is not zero inside the band. The factor \(1/i=-i\) supplies the minus sign below, and the half-angle identities \(1-\cos q=2\sin^2(q/2)\) and \(\sin q=2\sin(q/2)\cos(q/2)\) give \((1-\cos q)/\sin q=\tan(q/2)\). Hence

\[
t=\frac1{1-i\varepsilon\tan(q/2)},\qquad
r=t-1=\frac{i\varepsilon\tan(q/2)}{1-i\varepsilon\tan(q/2)} .
\tag{4}
\]

The squared magnitude of the denominator is the sum of the squares of its real and imaginary parts, so

\[
T=|t|^2=\frac{1}{1+\varepsilon^2\tan^2(q/2)} .
\tag{5}
\]

No step assumed a small \(\varepsilon\).

To call \(T\) a transmission probability, one must show that squared amplitude measures the energy carried. The spring between sites \(n\) and \(n+1\) pushes the right-hand mass with force \(K(u_n-u_{n+1})\), and the power delivered is this force times the velocity of that mass. For complex amplitudes, the time average is half the real part of force times conjugate velocity:

\[
P=\tfrac12\mathrm{Re}\,[K(u_n-u_{n+1})(i\omega u_{n+1}^*)]
=-\tfrac12K\omega\,\mathrm{Im}(u_nu_{n+1}^*) .
\]

The term with \(|u_{n+1}|^2\) dropped out because it is purely imaginary before the real part is taken. To the right of the defect, \(u_nu_{n+1}^*=|t|^2e^{-iq}\), which gives \(P=\tfrac12K\omega|t|^2\sin q\). To the left,

\[
u_nu_{n+1}^*=e^{-iq}+|r|^2e^{iq}+\left[r^*e^{iq(2n+1)}+r\,e^{-iq(2n+1)}\right].
\]

The bracket is a number plus its conjugate; it is real and carries no mean power. The left-hand power is therefore \(\tfrac12K\omega(1-|r|^2)\sin q\). The incident wave alone carries \(\tfrac12K\omega\sin q\), so the transmitted and reflected fractions are \(|t|^2\) and \(R=|r|^2\). From (4), their sum is one.

The frequency does not change in the scattering, so each phonon keeps its energy \(\hbar\omega\), and the energy fraction is also the fraction of phonons. The same holds for a single phonon. In a harmonic chain the quantum displacement operators obey the same linear equations as the classical displacements, so an incoming phonon passes into the two outgoing waves with amplitudes \(t\) and \(r\). Both sides of the chain have the same group velocity, and no further factor enters the probability.

The tangent has a direct mechanical meaning. Move the extra inertia in (3) to the right-hand side:

\[
K(u_1+u_{-1}-2u_0)+M\omega^2u_0=-\varepsilon M\omega^2u_0 .
\]

This is a perfect chain driven at site 0 by a force \(F=\varepsilon M\omega^2u_0\). A force at one site sends out waves \(Ae^{iq|n|}\) on both sides. Newton's law at the driven site, with (1), gives

\[
K(2e^{iq}-2)A+M\omega^2A+F=2iKA\sin q+F=0,
\qquad A=\frac{iF}{2K\sin q}.
\]

For the force due to the extra mass,

\[
A=\frac{i\varepsilon M\omega^2}{2K\sin q}\,u_0=i\varepsilon\tan\frac q2\;u_0 .
\]

The inertial force grows as \(1-\cos q\), while the displacement produced by a given force varies as \(1/\sin q\); the tangent is the product of the two. The total displacement at the defect is the incident wave plus the emitted one, \(u_0=1+i\varepsilon\tan(q/2)\,u_0\), which again gives (4). A weak-scattering calculation replaces \(u_0\) on the right by its incident value 1 and finds \(R\approx\varepsilon^2\tan^2(q/2)\). This requires \(|\varepsilon|\tan(q/2)\ll1\), so near the top of the band even a small mass change is not a weak scatterer.

Heat calculations usually work with frequency. Put \(x=\omega/\omega_{\max}=\sin(q/2)\), so that \(\tan^2(q/2)=x^2/(1-x^2)\). Then

\[
T=\frac{1-x^2}{1-x^2+\varepsilon^2x^2},\qquad
R=\frac{\varepsilon^2x^2}{1+(\varepsilon^2-1)x^2}.
\tag{6}
\]

At low frequency \(R\approx\varepsilon^2x^2\), the quadratic law. Its ratio to the full \(R\) is \(1+(\varepsilon^2-1)x^2\). The quadratic law is thus too high when \(|\varepsilon|>1\) and too low when \(0<|\varepsilon|<1\). When \(|\varepsilon|=1\), a doubled mass or the limit of a massless site, it agrees with (6) throughout the band.

Transmission and reflection are equal when \(1-x^2=\varepsilon^2x^2\), that is, at

\[
x_{1/2}=\frac1{\sqrt{1+\varepsilon^2}} .
\tag{7}
\]

Near the top of the band, write \(q=\pi-\delta\) with small \(\delta\). Then \(\tan(q/2)=\cot(\delta/2)\approx2/\delta\), and \(T\approx\delta^2/(4\varepsilon^2)\) for any fixed nonzero \(\varepsilon\) once \(\delta\ll|\varepsilon|\). The transmission vanishes at the band edge, where the group velocity also vanishes. In the other extreme, a very heavy defect at fixed \(q\), equation (4) gives \(t\to0\) and \(r\to-1\): the site stands still and acts as a fixed wall.

Equation (5) contains only \(\varepsilon^2\), so a heavier and a lighter mass with equal \(|\varepsilon|\) transmit equally. They differ in phase. From (4), the phase of \(t\) is \(\arctan[\varepsilon\tan(q/2)]\). With the time factor \(e^{-i\omega t}\) a positive phase delays the crests, so a heavier mass retards them and a lighter one advances them.

The chain can describe a complete germanium plane in silicon with (001) layers, struck head-on by longitudinal phonons. At normal incidence all atoms of one plane move together, so each plane acts as one mass. Successive silicon planes are equivalent for this motion, and a single chain covers both the acoustic branch and its optical continuation. A single germanium atom inside bulk silicon would scatter in three dimensions and is not described by (5).

The standard atomic masses are 28.085 u for silicon and 72.630 u for germanium, so \(\varepsilon=72.630/28.085-1=1.586\). As rough inputs for silicon, take a plane spacing of 0.136 nm and a top frequency \(\nu_{\max}\) of 15 THz. The corresponding spring constant, per atom of the plane, is \(K=M(2\pi\nu_{\max})^2/4\approx100\) N/m.

At 5 THz, a phonon energy of 20.7 meV, \(x=5/15=0.3333\) and

\[
\tan\frac q2=\frac{0.3333}{\sqrt{1-0.3333^2}}=0.3536,
\qquad \varepsilon\tan\frac q2=0.5608,
\]

\[
T=\frac1{1+0.5608^2}=0.761,\qquad R=0.239 .
\]

The quadratic estimate is \((1.586\times0.3333)^2=0.28\), which is 17 % above the model's full reflection. It reaches one at \(x=1/\varepsilon\), or 9.5 THz. The weak-scattering form \(\varepsilon^2\tan^2(q/2)\), without the long-wave step, gives \(0.5608^2=0.31\), which is 31 % too high, and reaches one at 8.0 THz. Equation (5) gives the following transmissions across the band:

| Frequency (THz) | Wavelength (nm) | \(T\) |
|---:|---:|---:|
| 1 | 6.40 | 0.989 |
| 2 | 3.19 | 0.956 |
| 5 | 1.26 | 0.761 |
| 8 | 0.76 | 0.500 |
| 12 | 0.46 | 0.183 |
| 14 | 0.35 | 0.056 |

By (7), half-transmission falls at \(15/\sqrt{1+1.586^2}=8.0\) THz, or 33 meV. At 300 K the thermal frequency \(k_BT_{\mathrm{temp}}/h\) is 6.25 THz, where \(T_{\mathrm{temp}}\) is the temperature. Phonons near the half-transmission point are therefore thermally populated at room temperature, and the departure from the quadratic law affects modes that can carry heat. A thermal conductance would also need the other polarizations and an integral over frequency and angle.

The real material departs from the chain first through its forces. The chain's sound speed, \(\omega_{\max}d/2\), is 6.4 km/s, against roughly 8.4 km/s in silicon along this direction. Springs \(K_2\) between second-neighbour planes can repair this. At long wavelength a spring spanning two spacings is stretched twice as much. Its energy grows as the square of the stretch, so it adds \(4K_2\) to the stiffness in the squared sound speed. Matching the speeds requires \(K_2/K=[(8.4/6.41)^2-1]/4=0.18\). At the top of the band second neighbours move together, and the 15 THz limit is unchanged. Solving Newton's laws numerically as linear equations, including the wave that decays away from the defect, gives \(T=0.82\) at the same 5 THz. The quadratic law changes too, because its coefficient varies as the inverse square of the sound speed: it becomes \(0.28\times(6.41/8.4)^2=0.163\), about 8 % below the full reflection of 0.178, and it reaches one at 12.4 THz. With these springs half-transmission stays at 8.0 THz, but \(T\) at 12 THz drops from 0.18 to 0.02, so the last rows of the table depend strongly on the range of the forces.

The bonds beside the germanium plane also differ from silicon bonds. If both are softened by a rough 10 %, with no second-neighbour springs, the same kind of solution gives \(T=0.78\). At 5 THz the softer bonds thus raise the transmission slightly (at 8 THz they lower it), and the long-wave limit shows how this can happen. Let the two bonds have a combined extra compliance \(C/K\), where \(C=2(1/0.9-1)=0.22\). The wave's force is \(K\) times its displacement change per site, \(iqKt\), so the extra stretch is \(iqCt\). For the bonds alone, continuity of force gives \(1-r=t\), and the displacement jump gives \(t-(1+r)=iqCt\). Substituting the first into the second yields \(r=-iqCt/2\approx-iqC/2\). The extra mass alone gives \(r\approx+i\varepsilon q/2\) from (4). To leading order in \(q\) the two add, and they partly cancel:

\[
r\approx\frac{iq}{2}(\varepsilon-C).
\]

This limit would multiply \(R\) by \((1.364/1.586)^2=0.74\). At 5 THz the numerical solution gives a weaker reduction, by a factor \(0.221/0.239=0.92\). Softer bonds and second-neighbour springs together give \(T=0.83\).

A larger change comes from the shape of the layer. A single complete plane is an idealization: germanium in a grown layer can mix into neighbouring planes, and a silicon-germanium layer can be many planes thick. If the same amount of germanium is spread evenly over two adjacent planes, each represented by its average mass with \(\varepsilon/2\), the numerical solution with the original springs gives \(T=0.90\) at 5 THz. Reflection falls from 0.24 to 0.10. With the second-neighbour springs included the fall is smaller, from 0.18 to 0.10. Part of the reason is interference. The wave reflected from the second plane travels one spacing further each way and acquires an extra phase \(2q\). In the weak-scattering estimate, where each plane responds only to the incident wave, the reflected power is multiplied by

\[
\left|\frac{1+e^{2iq}}2\right|^2=\cos^2q .
\]

Since \(\cos q=1-2x^2=0.778\), this factor is 0.60. The full factor is \(0.102/0.239=0.43\), a stronger reduction than this estimate gives. Average masses leave out the sideways scattering caused by a random arrangement of silicon and germanium within each plane, which has not been sized here.

Anharmonic damping has a much smaller effect on this local event. For a rough phonon lifetime of 10 ps at 300 K, the chain's group velocity of 6.04 km/s at 5 THz gives a mean free path of 60 nm. The energy lost over the two spacings beside the plane is then about 0.5 %. The lifetime also broadens the frequency by \(1/(2\pi\times10\ \mathrm{ps})=0.016\) THz, across which \(T\) changes by about 0.001. For this example, the placement of the germanium and the range of the forces therefore matter far more than damping. Equation (5) is exact for one changed mass in a chain with equal nearest-neighbour springs, and a rough guide for a sharp, complete plane at normal incidence up to about 8 THz, above which the result depends strongly on the range of the forces; once the germanium occupies two planes, the calculation should treat both masses explicitly.
